# Elastic interaction of two misfitting spheres: comment on a repulsion argument

**The argument under review**

The argument runs as follows. An oversized defect compresses the crystal around it, with a strain that falls off as $r^{-3}$. A second oversized defect at distance $R$ must expand against this compression. The two therefore repel with an energy of order $+P^2/(MR^3)$, where $P$ measures the strength of a defect and $M$ is an elastic modulus. As confirmation, energies computed in periodic cells of edge $L$ shift as $L^{-3}$.

The decay of the strain and the scaling of the cell energies are correct. The question is whether either implies a repulsion.

**What the second defect couples to**

Take linear elasticity in an infinite, homogeneous, isotropic host with bulk modulus $K$ and shear modulus $\mu$. Each defect is a sphere of radius $a$ and volume $V_0$ that would, if free, have the strain $e^*\delta_{ij}$. The spheres have the host's elastic constants and do not overlap. With misfit field $e$ and total strain $\varepsilon$, the energy is

$$W=\tfrac12\int(\varepsilon-e)\,C\,(\varepsilon-e)\,dV .$$

At equilibrium the stress $C(\varepsilon-e)$ has no divergence. Integrating by parts then gives $\int\varepsilon'C(\varepsilon-e)\,dV=0$ for any strain $\varepsilon'$ of a displacement decaying as $r^{-2}$, because the surface term at infinity vanishes. Choosing $\varepsilon'=\varepsilon$ leaves

$$W=\tfrac12\int e\,C\,e\,dV-\tfrac12\int e\,C\,\varepsilon\,dV .$$

Insert $e=e_1+e_2$ and $\varepsilon=\varepsilon_1+\varepsilon_2$. The cross part of the first term vanishes without overlap. In the second, $\int e_1C\varepsilon_2\,dV=\int\varepsilon_1C\varepsilon_2\,dV=\int e_2C\varepsilon_1\,dV$ by the same identity, so the interaction energy is

$$E=-\int e_2\,C\,\varepsilon_1\,dV=-3Ke^*\int_{\text{sphere 2}}\operatorname{tr}\varepsilon_1\,dV .$$

The last form uses $C_{ijkl}\,e^*\delta_{kl}=3Ke^*\delta_{ij}$. A dilatational defect responds to the local volume change, not to the size of the strain.

**The volume change is zero**

Let $\chi$ be 1 inside sphere 1 and 0 outside. Its misfit acts as a force density $-\nabla(3Ke^*\chi)$. For a curl-free displacement, $\nabla^2\mathbf u=\nabla(\nabla\cdot\mathbf u)$, and equilibrium becomes

$$M\,\nabla(\nabla\cdot\mathbf u)=\nabla(3Ke^*\chi),\qquad M=K+\tfrac43\mu .$$

Since the field decays, $\nabla\cdot\mathbf u=3Ke^*\chi/M$, which vanishes outside the sphere. With the dipole strength $P=3Ke^*V_0$, Gauss's theorem gives $4\pi r^2u_r=P/M$. Hence, with $\mathbf n=\mathbf r/r$,

$$\mathbf u=\frac{A\,\mathbf r}{r^3},\quad A=\frac{P}{4\pi M},\qquad \varepsilon_{ij}=\frac{A}{r^3}(\delta_{ij}-3n_in_j),\qquad \operatorname{tr}\varepsilon=\frac{A}{r^3}(3-3)=0 .$$

The host is squeezed along the radius and stretched by half as much in each of the two transverse directions. The argument counted only the squeeze. Therefore $E=0$ at every separation without overlap, for finite spheres as well as for points. Giving the spheres different misfits, or opposite signs, changes only prefactors of zero.

Take round parameters: $K=1.0$ and $\mu=0.6$ eV/Å$^3$ (1 eV/Å$^3$ is 160 GPa), $a=1.5$ Å and $e^*=0.10$. Then $M=1.8$ eV/Å$^3$, $P=3(1.0)(0.10)(14.137)=4.241$ eV and $A=4.241/(4\pi\times1.8)=0.1875$ Å$^3$. At $R=10$ Å the radial strain is $-3.75\times10^{-4}$ and each transverse strain is $+1.875\times10^{-4}$. The supposed repulsion, dipole strength times strain, would have the scale $PA/R^3=P^2/(4\pi MR^3)=0.80$ meV. A numerical double integral over the surface forces of both spheres, which does not assume a traceless strain, gives less than $10^{-13}$ meV in magnitude.

**Where an $R^{-3}$ energy does come from**

*An anisotropic defect.* Let sphere 2 have a uniform misfit with dipole $P_{ij}=P\delta_{ij}+Q(z_iz_j-\delta_{ij}/3)$, where $\mathbf z$ is a unit vector at angle $\theta$ to the separation. Then $E=-P_{ij}\langle\varepsilon_{ij}\rangle$, averaged over sphere 2. Because $\mathbf u=-A\nabla(1/r)$, each strain component is harmonic outside sphere 1, and its average over sphere 2 equals its value at the centre. The trace drops out:

$$E=-Q\,\varepsilon_{zz}=\frac{AQ}{R^3}(3\cos^2\theta-1).$$

One anisotropic partner is enough. For $Q=2$ eV and $R=10$ Å, $AQ/R^3=0.375$ meV, so $E=+0.75$ meV at $\theta=0$ and $-0.375$ meV at $90^\circ$.

*An anisotropic host.* In a cubic crystal $3K=C_{11}+2C_{12}$, and a dilatational misfit still has an isotropic dipole. For a point dipole the force density is $-P\nabla\delta(\mathbf r)$, with Fourier transform $-iP\mathbf k$. Write $\hat{\mathbf k}=\mathbf k/k$ and $\Gamma_{im}(\hat{\mathbf k})=C_{ijml}\hat k_j\hat k_l$. Equilibrium gives $\mathbf u(\mathbf k)=-iP\,\Gamma^{-1}\mathbf k/k^2$, and the trace of the strain is $i\mathbf k\cdot\mathbf u=Pg$, so

$$E(\mathbf R)=-P^2\int\frac{d^3k}{(2\pi)^3}\,g(\hat{\mathbf k})\,e^{i\mathbf k\cdot\mathbf R},\qquad g=\hat{\mathbf k}\cdot\Gamma^{-1}\hat{\mathbf k}.$$

In an isotropic host $\Gamma\hat{\mathbf k}=M\hat{\mathbf k}$, so $g=1/M$ and the integral is a delta function at $\mathbf R=0$. Otherwise let $\mathbf n=\mathbf R/R$ and $s=\hat{\mathbf k}\cdot\mathbf n$, and let $F(s)$ be the integral of $g$ over the azimuth about $\mathbf n$. Since $g$ is even, the radial integral may be extended to negative $k$ and halved:

$$\tfrac12\int_{-\infty}^{\infty}k^2e^{ikRs}\,dk=-\frac{\pi}{R^3}\,\delta''(s)\quad\Rightarrow\quad E=\frac{P^2F''(0)}{8\pi^2R^3}.$$

Averaged over the directions of $\mathbf R$, the exponential depends on $kR$ alone, so $g$ is replaced by its mean and a contact term remains. The dipole energy at fixed $R\neq0$ thus averages to zero: attraction in some directions is balanced by repulsion in others.

For weak anisotropy $H=C_{11}-C_{12}-2C_{44}$, one has $\hat{\mathbf k}\cdot\Gamma\hat{\mathbf k}=C_{12}+2C_{44}+H\sum_i\hat k_i^4$. The mean of $\sum_i\hat k_i^4$ is $3/5$. Define $M=C_{12}+2C_{44}+3H/5$ and $Y(\hat{\mathbf k})=\sum_i\hat k_i^4-3/5$. Expanding $\Gamma^{-1}$ about the isotropic medium with this $M$ gives $g=1/M-HY/M^2$ to first order.

The function $Y$ is a harmonic of degree four, because $\nabla^2(\sum_ix_i^4-\tfrac35r^4)=12r^2-12r^2=0$. Its azimuthal average about $\mathbf n$ is therefore $Y(\mathbf n)P_4(s)$, where $P_4=(35s^4-30s^2+3)/8$ and $P_4''(0)=-15/2$. Thus $F''(0)=15\pi HY(\mathbf n)/M^2$ and

$$E\simeq\frac{15P^2H}{8\pi M^2R^3}\Big(\sum_in_i^4-\frac35\Big).$$

Take $C_{11}=1.6$ and $C_{12}=C_{44}=0.7$ eV/Å$^3$. These values keep $K=1.0$ and $M=1.8$ eV/Å$^3$ and give $H=-0.5$ eV/Å$^3$. At 10 Å the energies in meV are:

| Direction | First order in $H$ | Full dipole | Finite spheres |
|---|---|---|---|
| [100] | −0.66 | −0.57 | −0.56 |
| [110] | +0.17 | +0.26 | +0.22 |
| [111] | +0.44 | +0.57 | +0.52 |

Along these three axes the first-order law gives the signs, with an error of up to 36% of the full dipole value, along [110]. It does worse elsewhere: along [211] it gives +0.17 meV against a full dipole value of +0.11 meV, and close to the directions where the energy changes sign it can give the wrong sign. Two identical oversized spheres attract along [100] here.

**Two shorter-ranged effects**

*Non-spherical defects.* An isotropic dipole does not make a defect spherical. Model a cubic defect in the isotropic host by six outward forces of size $f_0$ at distance $d$ along the cube axes, with $P=2f_0d$. The transformed force is $f_i=-2if_0\sin(k_id)\simeq-iP(k_i-d^2k_i^3/6)$. The interaction is minus the work of one set of forces in the displacement of the other. With $\Gamma^{-1}\mathbf k=\mathbf k/M$, the factor $P^2g$ becomes

$$P^2\Big[\frac1M-\frac{d^2}{3M}\frac{\sum_ik_i^4}{k^2}\Big],\qquad \frac{\sum_ik_i^4}{k^2}=k^2\Big(Y+\frac35\Big).$$

The constant and the pure $k^2$ term are contact terms. For the $Y$ term the radial integral is $\tfrac12\int k^4e^{ikRs}dk=\pi\delta''''(s)/R^5$. With $P_4''''=105$, the leading energy is

$$E\simeq\frac{P^2d^2}{3M}\cdot\frac{2\pi\cdot\pi\cdot105\,Y(\mathbf n)}{8\pi^3R^5}=\frac{35P^2d^2}{4\pi MR^5}\,Y(\mathbf n).$$

For $d=1.5$ Å along [100] this gives 0.25 meV at 10 Å, where the direct sum over the forces gives 0.35 meV. At 40 Å the two differ by 2.4% of the direct sum. Along [100] at 10 Å this short-ranged energy is thus comparable with the $R^{-3}$ energies above.

*A stiffer sphere.* Let sphere 2 have shear modulus $\mu+\delta\mu$. Since $W$ is stationary in the displacement, its first-order change is the explicit one, $\delta\mu$ times the integral of the squared shear part of the elastic strain in sphere 2. That sphere's own strain is a pure dilatation, so only $\varepsilon_1$ contributes, with $\varepsilon_1{:}\varepsilon_1=A^2(3-6+9)/r^6=6A^2/r^6$.

To integrate $r^{-6}$ over sphere 2, use shells about sphere 1. With $b=R^2-a^2$, the shell of radius $r$ has area $2\pi r^2[1-(r^2+b)/(2rR)]$ inside sphere 2, so

$$\int\frac{dV}{r^6}=2\pi\int_{R-a}^{R+a}\Big[\frac1{r^4}-\frac1{2R}\Big(\frac1{r^3}+\frac b{r^5}\Big)\Big]dr .$$

The three terms integrate to

$$2\pi\Big[\frac{2R^2a+\frac23a^3}{b^3}-\frac a{b^2}-\frac{a(R^2+a^2)}{b^3}\Big]=\frac{4\pi a^3}{3b^3}.$$

Hence $E\simeq8\pi\,\delta\mu\,A^2a^3/(R^2-a^2)^3$, which falls as $R^{-6}$ for $R\gg a$. A sphere stiffer in shear is repelled and one softer in shear attracted; a change of bulk modulus alone gives no such term, since $\operatorname{tr}\varepsilon_1=0$. For $\delta\mu=0.1$ eV/Å$^3$ at 10 Å this first-order energy is 0.32 μeV.

**What the periodic cells show**

Return to spherical defects in the isotropic host, now in a cubic cell of volume $V=L^3$. If the cell is held fixed, the mean of $\nabla\cdot\mathbf u$ must vanish. The equilibrium equation fixes $\nabla\cdot\mathbf u$ up to a constant, so

$$\nabla\cdot\mathbf u=\frac{3Ke^*\chi}{M}-\frac{P}{MV}.$$

The expansion inside the defect is paid for by a uniform compression everywhere. A second defect feels it wherever it sits, and $E_{\text{fixed}}=+P^2/(MV)$.

Now let the cell relax by a uniform strain $\eta\delta_{ij}$. With $P_{\text{tot}}$ the sum of the dipole strengths, the energy changes by $\tfrac92KV\eta^2-3\eta P_{\text{tot}}$. Its minimum, at $\eta=P_{\text{tot}}/(3KV)$, is $-P_{\text{tot}}^2/(2KV)$. The pair part follows from $(2P)^2-2P^2=2P^2$:

$$E_{\text{relaxed}}=\frac{P^2}{V}\Big(\frac1M-\frac1K\Big)<0\qquad(\mu>0).$$

A single defect also feels its own background. The factor $\tfrac12$ in $W$ makes its finite-size shift half of the pair energy in each case.

For $L=20$ Å, $E_{\text{fixed}}=17.99/(1.8\times8000)$ eV $=1.25$ meV and $E_{\text{relaxed}}=-1.00$ meV. The single-defect shifts are $+0.62$ and $-0.50$ meV. Energies evaluated directly on a grid, with narrow Gaussian defects in place of spheres, stay within 0.001 meV of these pair values at nearest distances of 7.5, 10 and 13 Å.

For spherical defects in an isotropic host the $L^{-3}$ shift is therefore a volume effect whose sign depends on how the cell is treated. (With an anisotropic host or dipole, the $R^{-3}$ coupling to the periodic images, whose distances are proportional to $L$, also scales as $L^{-3}$ and adds to it with either sign.) It resembles a pair law if the defects are kept at $R=L/2$ while $L$ grows, since then $1/V=1/(8R^3)$. Moving one defect at fixed $L$ separates the two: in this model the energy does not change, whereas a real $R^{-3}$ coupling would make it depend on distance and direction.

The numerical check checks these formulas numerically.

## Computed results

```
1 eV/Ang^3 in GPa: 160.22
K = 1.00, mu = 0.60, M = 1.80 eV/Ang^3
sphere radius = 1.50 Ang, misfit strain = 0.10
sphere volume = 14.137 Ang^3
dipole P = 4.2412 eV, field strength A = 0.18750 Ang^3
separation R = 10.0 Ang, cell edge L = 20.0 Ang
-- isotropic medium, two dilatational spheres
radial strain of sphere 1 at R: -3.7500e-04
transverse strain of sphere 1 at R: 1.8750e-04
scale P*A/R^3 at 10 Ang: 0.7952 meV
computed energy at 10 Ang: -4.2e-14 meV
scale P*A/R^3 at 4 Ang: 12.4252 meV
computed energy at 4 Ang: 2.1e-09 meV
-- uniaxial partner, Q = 2.0 eV, isotropic medium
energy at 0 degrees: 0.7500 meV
energy at 35 degrees: 0.3799 meV
energy at 90 degrees: -0.3750 meV
-- cubic medium, two dilatational spheres
C11, C12, C44 = 1.60, 0.70, 0.70 eV/Ang^3
H = -0.50 eV/Ang^3, 2*C44/(C11-C12) = 1.556
[100] finite spheres: -0.5568 meV
[100] point dipoles: -0.5671 meV
[100] first order in H: -0.6627 meV
[110] finite spheres: 0.2222 meV
[110] point dipoles: 0.2601 meV
[110] first order in H: 0.1657 meV
[111] finite spheres: 0.5195 meV
[111] point dipoles: 0.5724 meV
[111] first order in H: 0.4418 meV
directional average / [100] value: 1.4e-05
-- six-force cubic defects, isotropic medium, along [100]
force arm = 1.50 Ang
R = 10 Ang: exact 3.4754e-01, law 2.5049e-01 meV
R = 20 Ang: exact 8.5873e-03, law 7.8279e-03 meV
R = 40 Ang: exact 2.5056e-04, law 2.4462e-04 meV
-- stiffer sphere 2, dmu = 0.10 eV/Ang^3
first-order energy at R: 0.3193 microeV
grid test, full/first-order change: 1.0030
-- periodic cell, isotropic medium, pair energies
nearest distance 7.50 Ang: fixed 1.2493, relaxed -0.9992 meV
nearest distance 10.00 Ang: fixed 1.2491, relaxed -0.9993 meV
nearest distance 12.99 Ang: fixed 1.2491, relaxed -0.9993 meV
formula, fixed cell: 1.2491 meV
formula, relaxed cell: -0.9993 meV
single-defect shift, fixed cell: 0.6246 meV
single-defect shift, relaxed cell: -0.4996 meV
```
